# Field acceleration of bond rupture in a stressed silicon dioxide film

## Question

I am working through an oxide reliability exercise. A 5 nm silicon dioxide film is held at 400 K, first with 4.5 V and then with 5.0 V across it, so the field goes from 9 to 10 MV/cm. The effective dipole of the weak bonds is given as 10 electron-angstrom. I have to show that the bonds then rupture about eighteen times faster.

I know that a field can lower an activation barrier, but I am stuck on three points. No barrier height or attempt frequency is given, so how can I get a rate ratio? Ten electron-angstrom looks far too large for one bond, so what is this dipole? And must I multiply the field by some factor because the bond sits inside a dielectric?

## Answer

The barrier height and the attempt frequency drop out of the ratio, the dipole is the slope of the barrier against the applied field, and the dielectric factor is already inside it. Each of these needs a reason, and each holds under a condition.

### The rate of rupture

Describe the bond by one coordinate $x$ with moving mass $m$ and energy $U(x)$. The intact bond sits in a minimum at $x_0$. It is broken once it passes the maximum at $x_\ddagger$, and I assume that it does not heal. The barrier is $B=U(x_\ddagger)-U(x_0)$.

If $B\gg k_BT$ and the bond exchanges energy readily with its surroundings, it reaches thermal equilibrium inside the well before it escapes. The probability density of finding it at the top is then

$$
\rho(x_\ddagger)=\frac{e^{-U(x_\ddagger)/k_BT}}{\int_{\rm well}e^{-U(x)/k_BT}\,dx}.
$$

The outward flux is this density times the mean of the positive velocities, with negative velocities counted as zero:

$$
\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .
$$

Taking every outward crossing as a rupture is the assumption of transition-state theory. Near the minimum, $U\simeq U(x_0)+\tfrac12m\omega^2(x-x_0)^2$, and the Gaussian integral over the well is $e^{-U(x_0)/k_BT}\sqrt{2\pi k_BT/m\omega^2}$. Hence

$$
k=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi k_BT}}\;e^{-B/k_BT}
=\frac{\omega}{2\pi}\,e^{-B/k_BT}.
$$

### What the effective dipole means

Let the applied field $F$ point along the path and couple to it through a constant effective charge $q$:

$$
U(x,F)=U_0(x)-qFx .
$$

Both $x_0$ and $x_\ddagger$ move when the field changes. Differentiating the barrier with this motion included gives

$$
\frac{dB}{dF}=
\left.\frac{\partial U}{\partial x}\right|_{x_\ddagger}\frac{dx_\ddagger}{dF}-qx_\ddagger
-\left.\frac{\partial U}{\partial x}\right|_{x_0}\frac{dx_0}{dF}+qx_0 .
$$

The two terms with $\partial U/\partial x$ vanish because both points are stationary. What remains is

$$
-\frac{dB}{dF}=q(x_\ddagger-x_0)\equiv p(F).
$$

So $p$ is the difference in the effective dipole $qx$ between the bond at the top of its barrier and the intact bond. It is not the permanent dipole of the intact bond. A field in the opposite direction would raise the barrier.

The effective charge also contains the dielectric factor. Around the bond, imagine a spherical cavity in a medium of polarization $P$. Its surface charge density has magnitude $P\cos\theta$, and the field at the centre along $P$ is

$$
\frac{1}{4\pi\varepsilon_0}\int_0^\pi P\cos^2\theta\;2\pi\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.
$$

If the neighbours inside the sphere contribute nothing on average, as at a site of cubic symmetry or in a random arrangement, the local field is $F+P/3\varepsilon_0$. With $P=\varepsilon_0(\kappa-1)F$ this equals $LF$, where

$$
L=1+\frac{\kappa-1}{3}=\frac{\kappa+2}{3}.
$$

For $\kappa=3.9$, $L=1.967$. In silica this is only an estimate: a bond or oxygen site is not cubic and its nearest neighbours are not randomly placed, so the true factor can differ and can depend on the direction of the field relative to the bond. A moving charge $Q$ therefore has $q=LQ$. Since $p$ is defined by the slope against the applied field, multiplying that field by $L$ again would count the factor twice.

### The ratio

Integrate the slope between the two fields, with $p$ constant in this window:

$$
B(F_1)-B(F_2)=\int_{F_1}^{F_2}p\,dF=p(F_2-F_1).
$$

If the frequency is also constant, it cancels, and so does the common part of the barrier:

$$
\frac{k(F_2)}{k(F_1)}=e^{[B(F_1)-B(F_2)]/k_BT}
=\exp\!\left[\frac{p(F_2-F_1)}{k_BT}\right].
$$

Now the units. One MV/cm is $10^8$ V/m, and one angstrom is $10^{-10}$ m, so 1 MV/cm is 0.01 V/Å. The barrier falls by

$$
10\ e\,\text{Å}\times0.01\ \text{V/Å}=0.1\ \text{eV}.
$$

At 400 K, $k_BT=0.03447$ eV. The exponent is $0.1/0.03447=2.901$, and

$$
\frac{k(10\ \text{MV/cm})}{k(9\ \text{MV/cm})}=e^{2.901}=18.2 .
$$

This is the eighteenfold acceleration, or 1.26 decades per MV/cm. A barrier change of only 0.1 eV matters this much because it is almost three times the thermal energy. In the opposite limit, $p(F_2-F_1)\ll k_BT$, the ratio is approximately $1+p(F_2-F_1)/k_BT$, and the response to the field step is linear.

The same factor applies to the time needed to break a given fraction $f$ of identical, independent bonds. Their intact number obeys $dn/dt=-kn$, so $n=n_0e^{-kt}$ and $t_f=-\ln(1-f)/k$. At fixed $f$, this time is divided by 18.2. The failure time of a device follows the same rule if failure depends only on which of these bonds have broken, by a criterion that does not change with the field.

### Why the dipole must belong to this window

The condition on $p$ is easiest to see in a bond whose barrier can be solved. Let $s=x/d$, with $d$ the zero-field distance from minimum to maximum, and take

$$
U=B_0(3s^2-2s^3)-p_0Fs .
$$

At zero field the minimum is at $s=0$, the maximum at $s=1$, the barrier is $B_0$ and the dipole is $p_0$. In a field, the stationary points satisfy

$$
6B_0s(1-s)-p_0F=0
\quad\Longrightarrow\quad
s^2-s+\frac{p_0F}{6B_0}=0 ,
$$

so that

$$
s=\frac{1\mp r}{2},\qquad r=\sqrt{1-\frac{2p_0F}{3B_0}} .
$$

Their separation is $r$, and the dipole is $p(F)=p_0r$. It shrinks as the field draws the two points together. The slope of $U$ factors into $6B_0(s-s_0)(s_\ddagger-s)$, and its integral from $s_0$ to $s_\ddagger$ gives the barrier:

$$
B=6B_0\int_0^r y(r-y)\,dy=6B_0\left(\frac{r^3}{2}-\frac{r^3}{3}\right)=B_0r^3 .
$$

The second derivative is $6B_0(1-2s)$, which is $+6B_0r$ at the minimum and $-6B_0r$ at the maximum. The well frequency is thus $\omega=\sqrt{6B_0r/m}/d$.

Take $B_0=2$ eV and ask that $p=10\ e$Å in the middle of the window, at 9.5 MV/cm. The condition $p_0r=10\ e$Å is a cubic equation for $p_0$. Its numerical root between 10 and 16 is $p_0=13.06\ e$Å. The dipole is then 10.18 $e$Å at 9 MV/cm and 9.81 $e$Å at 10 MV/cm. The barrier falls from 0.9488 to 0.8488 eV, again a drop of 0.1 eV.

The frequency also falls slightly, by the factor 0.982. Multiplying 18.2 by this factor gives about 17.9. Using the original integral over the whole well instead of its Gaussian approximation, evaluated by Simpson's rule from $s=-1$ to the top, gives 17.85. The result remains about eighteen.

Now suppose instead that 10 $e$Å is the zero-field dipole of this bond. With $B_0=2$ eV,

$$
r^2(9)=1-\frac{2(10)(0.09)}{3(2)}=0.700,\qquad
r^2(10)=1-\frac{2(10)(0.10)}{3(2)}=0.667 .
$$

The drop is $2(0.700^{3/2}-0.667^{3/2})=0.083$ eV, with $2/3$ kept unrounded in the second term. The full rate integral now gives a ratio of 10.9. For this bond, with its 2 eV barrier, the same quoted dipole therefore produces eleven or eighteen, depending on the field at which it is defined. The exercise needs the second meaning: a dipole effective between 9 and 10 MV/cm.

This bond also shows where the description ends. Its barrier vanishes when $F=3B_0/2p_0$, which is about 23 MV/cm for $p_0=13.06\ e$Å. The rate formula fails before that, once the barrier is no longer many times $k_BT$.

### Bonds pointing in different directions

In an amorphous oxide the dipoles need not line up with the field. Suppose their directions are fixed and uniformly random, and that each barrier is $B_0-pF\cos\theta$. With $a=pF/k_BT$ and $c=\cos\theta$, the mean initial rate is proportional to

$$
\frac12\int_{-1}^{1}e^{ac}\,dc=\frac{\sinh a}{a}.
$$

At these fields $a$ is about 26 and 29, so $\sinh a\simeq e^a/2$. The ratio becomes

$$
\frac{e^{a_2}/a_2}{e^{a_1}/a_1}=18.19\times\frac{9}{10}=16.4 .
$$

The reduction arises because a stronger field concentrates the rate in a narrower cone of directions. I say initial rate because the favourably aligned bonds break first, which changes the distribution left behind.

### Quantum motion and polarizability

For the explicit bond, take $d=2$ Å and $m=28$ u, roughly the mass of a silicon atom. Let $u=\hbar\omega/k_BT$. Quantum levels change the well's partition function from $1/u$ to

$$
\sum_{n=0}^{\infty}e^{-(n+1/2)u}=\frac{1}{2\sinh(u/2)} .
$$

The rate contains the inverse of this function, so it gains a factor $\sinh(u/2)/(u/2)$. At the top, the transmission of a parabolic barrier at energy $\epsilon$ relative to its maximum is $[1+e^{-2\pi\epsilon/\hbar\omega}]^{-1}$. The frequency is the same as in the well because the curvatures have equal magnitude. Averaging over thermal energies gives, for $u<2\pi$,

$$
\frac{1}{k_BT}\int_{-\infty}^{\infty}
\frac{e^{-\epsilon/k_BT}}{1+e^{-2\pi\epsilon/\hbar\omega}}\,d\epsilon
=\frac{u/2}{\sin(u/2)} .
$$

This follows from $y=e^{-2\pi\epsilon/\hbar\omega}$ and the standard integral $\int_0^\infty y^{b-1}/(1+y)\,dy=\pi/\sin\pi b$, with $b=u/2\pi$. The product of the two factors is $\sinh(u/2)/\sin(u/2)$. It equals 1.025 at 9 MV/cm and 1.024 at 10 MV/cm. Quantum motion raises each rate by about 2%, but changes their ratio by only about $-0.1\%$.

The bond may also be more polarizable at the top of the barrier. A polarizability increase $\Delta\alpha$ lowers the barrier by a further $\tfrac12\Delta\alpha L^2F^2$. For a polarizability volume of 1 Å$^3$, $\Delta\alpha=4\pi\varepsilon_0\times1$ Å$^3$, and the additional drop between the two fields is 0.26 meV. If this is not already included in the fitted $p$, it raises the ratio by 0.7%.

### Electrons also enter the oxide

At these fields electrons tunnel from the electrode into the oxide, and they could break bonds themselves. Let $W$ be the electron energy for motion towards the oxide, measured from the Fermi level. For an interface barrier $\phi$ and tunnelling mass $m_t$, the semiclassical transmission is $e^{-G}$, with

$$
G=\frac{2}{\hbar}\int_0^{(\phi-W)/eF}\!\!\sqrt{2m_t(\phi-W-eFx)}\,dx
=\frac{4\sqrt{2m_t}\,(\phi-W)^{3/2}}{3\hbar eF}.
$$

For a free-electron electrode, summing over spin and transverse motion gives the number arriving per unit area, time and energy as $(m_0k_BT/2\pi^2\hbar^3)\ln(1+e^{-W/k_BT})$. The current density is therefore

$$
J=\frac{em_0k_BT}{2\pi^2\hbar^3}
\int e^{-G(W)}\ln\!\left(1+e^{-W/k_BT}\right)dW .
$$

I use the rough values $\phi=3.1$ eV and $m_t=0.42m_0$, and integrate by Simpson's rule from $W=-2$ eV to the barrier top. The result is $2.9\times10^{-4}$ A/cm$^2$ at 9 MV/cm and $4.9\times10^{-3}$ A/cm$^2$ at 10 MV/cm, a ratio of 16.8. Image forces and trapped charge are left out. Image forces alone raise both currents about fourfold if the image term is screened by $\kappa=3.9$, and about twelvefold with the optical permittivity near 2.1. The absolute values are therefore only rough, but the ratio moves only to 16.4 or 16.2.

If the rupture rate were proportional to this current, with the damage per electron held fixed, it would also rise about seventeenfold. An observed factor near eighteen would not by itself show that the field-lowered barrier is the cause. Temperature offers a further clue: at constant $p$, the logarithm of the field-driven ratio varies as $1/T$. The tunnelling current instead tends to a temperature-independent limit on cooling, because $k_BT\ln(1+e^{-W/k_BT})$ tends to $-W$ below the Fermi level and to zero above it. Damage by carriers may have a temperature dependence of its own, so this comparison is not decisive alone.

The current does not heat the film appreciably in this estimate. For uniform heat flow through a wafer 0.7 mm thick, with conductivity 1 W/(cm K) and its back held at fixed temperature, the rise at 10 MV/cm is

$$
\frac{(4.89\times10^{-3})(5.00)(0.07)}{1.0}\ \text{K}=1.7\times10^{-3}\ \text{K}.
$$

### How this compares with a real oxide

Fields of 9 to 10 MV/cm are close to breakdown for silicon dioxide and belong to short accelerated tests, not to normal operation. An effective dipole of order 10 $e$Å is a typical size when oxide failure times are fitted with this linear barrier law. In the explicit bond it corresponds to a moving charge of $13.06/(1.967\times2)=3.3$ electron charges. This number rests on the assumed 2 Å path and on the Lorentz factor; with the empty-cavity factor $3\kappa/(2\kappa+1)=1.33$ it would be 4.9, above silicon's formal charge of four. Either value is large for a partly covalent bond, so $p$ is safer as a fitted slope than as a literal picture of one ion. Nor is the explicit bond a model of oxide lifetime: with the path and mass used above, its rate formula gives a mean life of only about 0.2 s at 9 MV/cm and 0.01 s at 10 MV/cm. It serves only to show how the slope of a barrier changes with field. Real films also break the assumption of aligned dipoles. A $p$ fitted to measured failure times already contains the average over directions and needs no further correction. If instead 10 $e$Å is the dipole of each bond, then for the random directions above the initial rate rises by 16.4 instead of 18.2, and the time to break a small fraction of the bonds, up to about one per cent, shortens by nearly the same factor. For larger fractions the gain is smaller, about ten at one tenth broken. The time to break half of them hardly changes, because it is set by bonds nearly perpendicular to the field, whose barriers the field does not lower. Beyond one half, the bonds still to break point against the field, and in this model a stronger field lengthens the time.

The setting of the experiment matters too. At 410 K, with the same dipole and fields, the factor is 17.0. At 10 MV/cm and 400 K, a field 1% higher raises the rate by 34%. For this film at fixed voltage, a 1% field error corresponds to about 0.05 nm of thickness, so local thinning can noticeably change the rate. Extending the slope from this window down to operating fields is a separate assumption: in the explicit bond the dipole grows as the field falls, so a constant $p$ would not describe the whole range.

All numerical values are calculated from the stated model.
